# Choosing the Stabilization Interval in Auxiliary-Field Monte Carlo: test program

```python
"""
Result under test: a long product A = B_L ... B_1 kept as U D V by pivoted QR
of the column-graded matrix C = (block U) D has local errors that are
multiplicative:  X_new = (1 + F) block X_old (1 + G),  F and G small for any
spread of D.  Small singular values of A then keep their relative accuracy,
if the chain itself determines them well.

Symbols: U orthogonal, D positive diagonal, V well conditioned;
M = block U; T = D_new^-1 R P^T; V_new = T V;
p_i = A_left^T u_i, q_i = A_right v_i for a cut A = A_left A_right;
cos_i = p_i.q_i / (|p_i||q_i|); rho = largest later/earlier ratio of |p| or |q|.
Model: Hubbard ring, one spin species, fixed random Ising field, hopping t = 1.
The reference is the same chain of double-precision factors in 150 digits.
"""
import numpy as np
import scipy.linalg as sla
from mpmath import mp

mp.dps = 150
eps = np.finfo(float).eps
n, hopping, interaction = 8, 1.0, 4.0
dtau, n_slices, block_len = 0.1, 200, 5
rng = np.random.default_rng(7)

kinetic = np.zeros((n, n))
for site in range(n):
    kinetic[site, (site + 1) % n] = kinetic[(site + 1) % n, site] = -hopping
exp_kinetic = sla.expm(-dtau * kinetic)
coupling = np.arccosh(np.exp(dtau * interaction / 2))
field = rng.choice([-1.0, 1.0], size=(n_slices, n))
slices = [exp_kinetic * np.exp(coupling * s) for s in field]


def to_mp(a):
    return mp.matrix(np.asarray(a).tolist())


def to_float(a):
    return np.array([[float(a[i, j]) for j in range(a.cols)]
                     for i in range(a.rows)])


def singular_values(a):
    s = mp.svd_r(a, compute_uv=False)
    return sorted([s[i] for i in range(n)], reverse=True)


def relative_errors(a, exact):
    s = singular_values(a)
    return np.array([float(s[i] / exact[i] - 1) for i in range(n)])


def stabilized_chain(length, multiply_out=False):
    """Return U, D, V and a record of every step."""
    U, D, V = np.eye(n), np.ones(n), np.eye(n)
    record = []
    for start in range(0, n_slices, length):
        M = U
        for B in slices[start:start + length]:
            M = B @ M
        C = M * D
        if multiply_out:            # control: destroys the column grading
            C, V = C @ V, np.eye(n)
        Q, R, piv = sla.qr(C, pivoting=True)
        D_new = np.abs(np.diag(R))
        R_back = np.zeros((n, n))
        R_back[:, piv] = R
        T = R_back / D_new[:, None]
        V_new = T @ V
        record.append(dict(U=U, D=D, V=V, M=M, C=C, Q=Q, R=R, piv=piv,
                           R_back=R_back, T=T, D_new=D_new, V_new=V_new))
        U, D, V = Q, D_new, V_new
    return U, D, V, record


def assemble(U, D, V):
    return to_mp(U) * mp.diag(D.tolist()) * to_mp(V)


# High-precision reference, kept block by block
blocks = []
for start in range(0, n_slices, block_len):
    product = mp.eye(n)
    for B in slices[start:start + block_len]:
        product = to_mp(B) * product
    blocks.append(product)
n_blocks = len(blocks)
A = mp.eye(n)
for block in blocks:
    A = block * A
left_vec, sv, right_vec = mp.svd_r(A)
sigma = [sv[i] for i in range(n)]
assert all(sigma[i] > sigma[i + 1] for i in range(n - 1))
log_sigma = np.array([float(mp.log10(s)) for s in sigma])

# Stabilized product, direct product, and control with V multiplied in
U, D, V, record = stabilized_chain(block_len)
err_stable = relative_errors(assemble(U, D, V), sigma)
A_direct = np.eye(n)
for B in slices:
    A_direct = B @ A_direct
err_direct = relative_errors(to_mp(A_direct), sigma)
Uc, Dc, Vc, _ = stabilized_chain(block_len, multiply_out=True)
err_control = relative_errors(assemble(Uc, Dc, Vc), sigma)
entry_error = max(abs(float(mp.mpf(float(A_direct[i, j])) / A[i, j] - 1))
                  for i in range(n) for j in range(n))
assert np.max(np.abs(err_stable)) < 1e-9
assert entry_error < 1e-12
assert abs(err_direct[-1]) > 1 and abs(err_control[-1]) > 1

# Local multiplicative errors, measured from their definition
F_list, G_list, F_norm, G_norm, cond_M, F_ratio = [], [], [], [], [], []
identity = mp.eye(n)
for block, r in zip(blocks, record):
    exact_C = block * to_mp(r["U"]) * mp.diag(r["D"].tolist())
    F = to_mp(r["Q"]) * to_mp(r["R_back"]) * exact_C**-1 - identity
    G = ((to_mp(r["R_back"]) * to_mp(r["V"]))**-1
         * mp.diag(r["D_new"].tolist()) * to_mp(r["V_new"]) - identity)
    F_list.append(F)
    G_list.append(G)
    F_norm.append(np.linalg.norm(to_float(F), 2))
    G_norm.append(np.linalg.norm(to_float(G), 2))
    cond_M.append(np.linalg.cond(r["M"]))
    F_ratio.append(F_norm[-1] / (eps * cond_M[-1]))
    G_bound = (n**2 * eps * np.linalg.norm(np.linalg.inv(r["V_new"]), 2)
               * np.linalg.norm(r["T"], 2) * np.linalg.norm(r["V"], 2))
    assert G_norm[-1] <= G_bound
    # Pivoting bound and decay of the mixing with the grading
    T_piv = np.abs(r["T"][:, r["piv"]])
    d_piv = r["D"][r["piv"]]
    assert T_piv.max() <= 1 + 1e-10
    decay = cond_M[-1] * d_piv[None, :] / d_piv[:, None]
    assert np.all(np.triu(T_piv) <= decay * (1 + 1e-8) + np.eye(n) * 1e-8)
assert max(F_ratio) < n * block_len

# Without pivoting, ascending columns give a huge T
C_ascending = record[-1]["C"][:, np.argsort(record[-1]["D"])]
R_plain = np.linalg.qr(C_ascending)[1]
T_plain_max = np.max(np.abs(R_plain / np.diag(R_plain)[:, None]))
assert T_plain_max > 1e10

# Vectors p and q at every cut, and first-order prediction of the errors
q_at = []
q = right_vec.T
for block in blocks:
    q = block * q
    q_at.append(q)
p_at = [None] * n_blocks
p = left_vec
for k in range(n_blocks - 1, -1, -1):
    p_at[k] = p
    p = blocks[k].T * p
predicted = np.zeros(n)
cos_min, rho = np.zeros(n_blocks), np.ones(n_blocks)
for k in range(n_blocks):
    left_part = p_at[k].T * F_list[k] * q_at[k]
    right_part = right_vec * G_list[k] * right_vec.T
    p_len = [mp.norm(p_at[k][:, i]) for i in range(n)]
    q_len = [mp.norm(q_at[k][:, i]) for i in range(n)]
    for i in range(n):
        predicted[i] += float(left_part[i, i] / sigma[i] + right_part[i, i])
    cos_min[k] = min(float(sigma[i] / (p_len[i] * q_len[i]))
                     for i in range(n))
    for i in range(n):
        for j in range(i):
            rho[k] = max(rho[k], float(p_len[i] / p_len[j]),
                         float(q_len[i] / q_len[j]))
prediction_gap = np.max(np.abs(predicted - err_stable))
assert prediction_gap < 1e-4 * np.max(np.abs(err_stable))

# Bound on all scales for a finite perturbation inserted at the middle cut
mid = n_blocks // 2
kick = rng.normal(size=(n, n))
kick *= 1e-12 / np.linalg.norm(kick, 2)
kicked = p_at[mid].T * (identity + to_mp(kick)) * q_at[mid]
kick_change = np.max(np.abs(relative_errors(kicked, sigma)))
kick_bound = np.sqrt(2) * n * rho[mid] * 1e-12 / cos_min[mid]
assert kick_bound < 1e-2 and kick_change <= 1.05 * kick_bound

# Badly ordered two-by-two chain: perfect angles, still sensitive
small, push = 1e-12, 1e-10
chain_left, chain_right = np.diag([1.0, small]), np.diag([small, 2.0])
pushed = chain_left @ np.array([[1.0, push], [0.0, 1.0]]) @ chain_right
bad_ratio = (np.linalg.svd(pushed, compute_uv=False)[0]
             / np.linalg.svd(chain_left @ chain_right, compute_uv=False)[0])
assert bad_ratio > 10

# D brackets the singular values through the extreme scales of V
V_scales = np.linalg.svd(V, compute_uv=False)
ratio = np.array([float(sigma[i] / mp.mpf(float(D[i]))) for i in range(n)])
assert np.all(ratio <= V_scales[0] * (1 + 1e-8))
assert np.all(ratio >= V_scales[-1] * (1 - 1e-8))

# Block length
length_error = {}
for length in (1, 5, 10, 20, 40, 100):
    u, d, v, _ = stabilized_chain(length)
    length_error[length] = np.max(np.abs(
        relative_errors(assemble(u, d, v), sigma)))
assert length_error[100] > 1e3 * length_error[5]

# Green function (1 + A)^-1
green_exact = to_float((identity + A)**-1)
D_big, D_small = np.maximum(D, 1), np.minimum(D, 1)
scaled_U = U.T / D_big[:, None]
green_stable = np.linalg.solve(scaled_U + D_small[:, None] * V, scaled_U)
green_direct = np.linalg.inv(np.eye(n) + A_direct)
green_err = np.max(np.abs(green_stable - green_exact))
green_err_direct = np.max(np.abs(green_direct - green_exact))
assert green_err < 1e-9 and green_err_direct > 1e-3

print(f"sites {n}, hopping t = {hopping}, interaction = {interaction} t")
print(f"time step = {dtau} /t, slices = {n_slices}, "
      f"inverse temperature = {dtau * n_slices:.1f} /t")
print(f"field coupling (dimensionless) = {coupling:.6f}")
print(f"slices per QR = {block_len}, QR steps = {n_blocks}")
print(f"machine epsilon = {eps:.3e}")
print("All numbers below are dimensionless.")
print("i, log10 sigma_i, log10 D_i, sigma_i/D_i")
for i in range(n):
    print(f"{i+1} {log_sigma[i]:9.4f} {np.log10(D[i]):9.4f} {ratio[i]:8.4f}")
print("Relative error of sigma_i: stabilized, predicted, direct, control")
for i in range(n):
    print(f"{i+1} {err_stable[i]:10.2e} {predicted[i]:10.2e} "
          f"{err_direct[i]:10.2e} {err_control[i]:10.2e}")
print(f"log10(eps*sigma_1) = {np.log10(eps) + log_sigma[0]:.3f}")
print(f"direct product, largest relative entry error = {entry_error:.2e}")
print(f"largest condition number of M = {max(cond_M):.3e}")
print(f"largest |F| = {max(F_norm):.2e}, largest |G| = {max(G_norm):.2e}")
print(f"largest |F|/(eps*cond M) = {max(F_ratio):.3f}")
print(f"final V: largest scale {V_scales[0]:.4f}, "
      f"smallest {V_scales[-1]:.4f}, cond {V_scales[0]/V_scales[-1]:.3f}")
print(f"largest |T_ij|, unpivoted ascending columns = {T_plain_max:.2e}")
print(f"smallest cosine over all cuts = {cos_min.min():.4f}")
print(f"largest ordering factor rho over all cuts = {rho.max():.3f}")
print(f"middle cut: cosine {cos_min[mid]:.4f}, rho {rho[mid]:.3f}")
print(f"kick 1e-12 there: change {kick_change:.2e}, bound {kick_bound:.2e}")
print(f"badly ordered 2x2 chain: small = {small:.0e}, push = {push:.0e}")
print(f"  its largest singular value grows by a factor {bad_ratio:.2f}")
print("Slices per QR, largest relative singular-value error")
for length, error in length_error.items():
    print(f"{length:4d} {error:.2e}")
print(f"Green function, largest entry = {np.max(np.abs(green_exact)):.4f}")
print(f"Green function error, stabilized = {green_err:.2e}")
print(f"Green function error, direct = {green_err_direct:.2e}")
print("all assertions hold")
```

Printed output:

```
sites 8, hopping t = 1.0, interaction = 4.0 t
time step = 0.1 /t, slices = 200, inverse temperature = 20.0 /t
field coupling (dimensionless) = 0.653733
slices per QR = 5, QR steps = 40
machine epsilon = 2.220e-16
All numbers below are dimensionless.
i, log10 sigma_i, log10 D_i, sigma_i/D_i
1   30.0891   30.0387   1.1230
2   20.7351   20.4986   1.7238
3   18.2026   17.7429   2.8815
4    0.9791    1.0636   0.8231
5   -0.7423   -0.5414   0.6296
6  -17.0722  -17.0266   0.9002
7  -20.4456  -20.4217   0.9466
8  -30.6102  -30.2186   0.4059
Relative error of sigma_i: stabilized, predicted, direct, control
1  -7.11e-16  -7.11e-16   1.60e-16  -7.56e-16
2   4.78e-16   4.78e-16  -1.06e-07  -1.68e-08
3  -8.14e-16  -8.14e-16   1.96e-05  -2.49e-06
4   1.45e-15   1.45e-15   8.89e+12   2.11e+12
5  -4.09e-15  -4.09e-15   8.13e+13   8.62e+13
6   3.03e-14   3.03e-14   1.12e+30   1.27e+30
7  -1.48e-14  -1.48e-14   1.99e+33   1.21e+33
8   3.52e-14   3.52e-14   5.68e+42   1.25e+42
log10(eps*sigma_1) = 14.436
direct product, largest relative entry error = 1.74e-15
largest condition number of M = 1.091e+03
largest |F| = 6.87e-14, largest |G| = 5.84e-16
largest |F|/(eps*cond M) = 0.820
final V: largest scale 3.7105, smallest 0.3310, cond 11.210
largest |T_ij|, unpivoted ascending columns = 1.19e+59
smallest cosine over all cuts = 0.0692
largest ordering factor rho over all cuts = 2.814
middle cut: cosine 0.3040, rho 1.000
kick 1e-12 there: change 1.12e-12, bound 3.72e-11
badly ordered 2x2 chain: small = 1e-12, push = 1e-10
  its largest singular value grows by a factor 100.01
Slices per QR, largest relative singular-value error
   1 8.93e-15
   5 3.52e-14
  10 1.99e-12
  20 6.19e-11
  40 8.09e-06
 100 4.53e+24
Green function, largest entry = 0.8719
Green function error, stabilized = 8.33e-16
Green function error, direct = 8.72e-01
all assertions hold
```
